# Trigonal warping of a massive Dirac band from a quadratic off-diagonal term

## The decision

A calculation for carriers near a zone-corner valley of a two-dimensional semiconductor with threefold symmetry has to settle whether circular energy contours with one mass will do, or whether the contours must be given their threefold shape. The answer depends on the ratio of the cubic to the quadratic energy at the wavevectors in use. This notebook derives that ratio from a two-band model and evaluates it for holes in monolayer hBN.

The wavevector $\mathbf q=q(\cos\phi,\sin\phi)$ is measured from the valley point, and $\tau=\pm1$ labels the valleys $K$ and $K'$. The gap is $\Delta>0$, and $\gamma=\hbar v>0$ is the Dirac velocity times $\hbar$.

## Stage 1: the linear term alone

Start from

$$H=\begin{pmatrix}\Delta/2 & f\\ f^* & -\Delta/2\end{pmatrix},\qquad f=\gamma(\tau q_x-iq_y).$$

In $H^2$ the off-diagonal element is $(\Delta/2)f+f(-\Delta/2)=0$, and both diagonal elements are $\Delta^2/4+|f|^2$. Since $H$ has zero trace, its eigenvalues are

$$E_\pm=\pm\sqrt{\Delta^2/4+|f|^2}.\qquad(1)$$

Here $|f|^2=\gamma^2q^2$, so every contour is a circle. For $\gamma q\ll\Delta/2$,

$$E_\pm\simeq\pm\left(\frac{\Delta}{2}+Aq^2\right),\qquad A=\frac{\gamma^2}{\Delta}=\frac{\hbar^2}{2m}.$$

The limit $\Delta\to0$ of (1) gives the cone $\pm\gamma q$. Neither limit contains any warping, which needs a further term in $H$. The next stage adds one to $f$; Stage 5 considers the diagonal.

## Stage 2: which quadratic term is allowed

For either valley, $\tau q_x\mp iq_y=\tau q\,e^{\mp i\tau\phi}$. The linear term therefore carries the phase $e^{-i\tau\phi}$. A rotation by $120^\circ$ multiplies it by $e^{-2\pi i\tau/3}$. A diagonal unitary matrix can remove a phase common to all of $f$ without touching the gap term, so threefold symmetry requires every part of $f$ to gain this same factor.

The term $(\tau q_x+iq_y)^2=q^2e^{2i\tau\phi}$ gains $e^{4\pi i\tau/3}=e^{-2\pi i\tau/3}$ and is allowed. The term $(\tau q_x-iq_y)^2$ gains $e^{-4\pi i\tau/3}$ and an isotropic $q^2$ gains $1$, so both are forbidden. Hence

$$f=\gamma(\tau q_x-iq_y)+\kappa(\tau q_x+iq_y)^2.\qquad(2)$$

I take $\kappa$ real. This holds when the crystal has a mirror $x\to-x$. Combined with time reversal, the mirror keeps the valley and sends $q_y\to-q_y$ with complex conjugation, so that $f(q_x,-q_y)=f^*(q_x,q_y)$. Without such a symmetry, a relative phase $\theta$ between $\kappa$ and $\gamma$ would turn the pattern, replacing $\cos3\phi$ below by $\cos(3\tau\phi+\theta)$, where time reversal gives $\theta$ opposite signs in the two valleys.

## Stage 3: interference and the cubic energy

The linear amplitude is $\tau\gamma q\,e^{-i\tau\phi}$ and the quadratic one is $\kappa q^2e^{2i\tau\phi}$. The modulus squared of their sum is

$$|f|^2=\gamma^2q^2+\kappa^2q^4+2\,\mathrm{Re}\left[\tau\gamma q\,e^{i\tau\phi}\,\kappa q^2e^{2i\tau\phi}\right].$$

The product in brackets has phase $3\tau\phi$, and the cosine is even, so

$$|f|^2=\gamma^2q^2+2\tau\gamma\kappa q^3\cos3\phi+\kappa^2q^4.\qquad(3)$$

Equation (1) still holds, because its derivation did not use the form of $f$. With $\sqrt{1+x}=1+x/2-x^2/8+\dots$ and $x=4|f|^2/\Delta^2$,

$$\frac{\Delta}{2}\sqrt{1+x}=\frac{\Delta}{2}+\frac{|f|^2}{\Delta}-\frac{|f|^4}{\Delta^3}+\dots\qquad(4)$$

The last term starts at $q^4$, so the cubic energy comes entirely from $|f|^2/\Delta$:

$$\boxed{E_\pm=\pm\left[\frac{\Delta}{2}+Aq^2+\tau Cq^3\cos3\phi+O(q^4)\right],\qquad C=\frac{2\gamma\kappa}{\Delta}}\qquad(5)$$

The term $|f|^2/\Delta$ is the second-order energy of a state that makes a virtual excursion across the gap. Two amplitudes, linear and quadratic in $q$, lead to the same excursion. Their interference gives the warping, and the energy denominator gives the factor $1/\Delta$. If either amplitude vanishes, so does $C$. Reversing the sign of $\kappa$, or changing valley, exchanges the long and short directions of the contour.

**Dependence on the gap.** The law $C\propto1/\Delta$ holds at fixed $\gamma$ and $\kappa$. Diagonalizing $H$ at $q=0.02\ \mathrm{nm^{-1}}$ for gaps of 1, 2, 4, 8 and 16 eV, with the hBN values of $\gamma$ and $\kappa$ found below, gives a fitted power of $-0.9999$. If the mass is held fixed instead, then $C=2(\kappa/\gamma)A$, and the gap enters only if $\kappa/\gamma$ changes with it.

**First correction.** In $|f|^4$ the lowest angular term is $2(\gamma^2q^2)(2\tau\gamma\kappa q^3\cos3\phi)$. Divided by $-\Delta^3$ and compared with the cubic energy, it gives a relative change

$$-\frac{4\gamma^3\kappa q^5/\Delta^3}{2\gamma\kappa q^3/\Delta}=-\frac{2\gamma^2q^2}{\Delta^2}.$$

For hBN at $q=0.5\ \mathrm{nm^{-1}}$ this is $-0.35\,\%$, in agreement with diagonalization.

## Stage 4: when the gap is not large

Keep $|\kappa|q\ll\gamma$, but let $\gamma q$ be comparable with $\Delta$. Expanding (1) to first order in $\kappa$ about $E_0=\sqrt{\Delta^2/4+\gamma^2q^2}$ gives

$$\delta E_\pm=\pm\frac{\tau\gamma\kappa q^3\cos3\phi}{\sqrt{\Delta^2/4+\gamma^2q^2}}.\qquad(6)$$

For $\gamma q\ll\Delta/2$ the root is $\Delta/2$ and (5) returns. At $\gamma q=\Delta/2$ the root is $\Delta/\sqrt2$, and the warping is $1/\sqrt2=0.707$ of what the $1/\Delta$ law predicts. Diagonalization with a 1 eV gap gives the same 0.707. For $\Delta=0$ the root is $\gamma q$ and $\delta E_\pm=\pm\tau\kappa q^2\cos3\phi$: the warping is finite and quadratic in $q$. The apparent divergence of $C$ at zero gap only marks the failure of expansion (4).

## Stage 5: other terms of the same order

Let the diagonal elements gain $\alpha q^2$ (upper) and $\beta q^2$ (lower). With $D=\Delta/2+(\alpha-\beta)q^2/2$,

$$E_\pm=\frac{\alpha+\beta}{2}q^2\pm\sqrt{D^2+|f|^2}.$$

The interference part of the root is $2\tau\gamma\kappa q^3\cos3\phi/(2D)$. Replacing $2D$ by $\Delta$ changes it first at order $q^5$, so $C$ survives. The masses do change, because the quadratic coefficient becomes $\gamma^2/\Delta+\alpha$ for electrons and $\gamma^2/\Delta-\beta$ for holes. The fixed-mass relation $C=2(\kappa/\gamma)A$ then no longer holds with the true mass.

A cubic off-diagonal term $\eta q^2(\tau q_x-iq_y)$ interferes with the linear term at order $q^4$ and also leaves $C$ alone. A diagonal term proportional to $q^3\cos3\phi$ has the full symmetry of the warping and adds to it directly. Equation (5) is therefore the complete cubic energy of model (2), but in a crystal it may be one of two contributions.

## Stage 6: the shape of a contour

Let $w$ be the kinetic energy, measured upwards for electrons and downwards for holes. By (5) both obey $w=Aq^2+\tau Cq^3\cos3\phi$ through cubic order, and the contour of this cubic dispersion is found first. Define

$$q_0=\sqrt{w/A},\qquad r=\frac{\kappa q_0}{\gamma},\qquad s=\tau\cos3\phi,$$

and write $q=q_0(1+\varepsilon)$. Since $Cq_0/A=2r$, dividing by $Aq_0^2$ gives

$$(1+\varepsilon)^2+2rs(1+\varepsilon)^3=1.$$

At first order $2\varepsilon+2rs=0$, so $\varepsilon=-rs$. Setting $\varepsilon=-rs+\varepsilon_2$, the second-order terms are $2\varepsilon_2+r^2s^2-6r^2s^2=0$, which gives $\varepsilon_2=\tfrac52r^2s^2$:

$$q(\phi)=q_0\left[1-rs+\tfrac52r^2s^2+\dots\right].\qquad(7)$$

The enclosed area is $\pi$ times the angular average of $q^2$. The average of $s$ vanishes and that of $s^2$ is $\tfrac12$, so the cubic dispersion gives a relative change of area $\tfrac12r^2+\tfrac52r^2=3r^2$. The quartic energy enters at the same order. By (3) and (4) it is $(\kappa^2/\Delta-\gamma^4/\Delta^3)q^4$, which at $q_0$ is a fraction $r^2-\gamma^2q_0^2/\Delta^2$ of $Aq_0^2$ and changes the area by minus that fraction. The total for the two-band model is therefore $2r^2+\gamma^2q_0^2/\Delta^2$, of which $2r^2$ is due to $\kappa$. Warping thus acts at first order on direction-resolved quantities, but at second order on the number of states. In a sum over two equally filled valleys the first-order $\cos3\phi$ modulation cancels as well.

## Stage 7: the coefficients from a lattice

Take a honeycomb lattice with lattice constant $a$, different atoms on the two sublattices and nearest-neighbour hopping $-t$. Then $f=-tS$ with $S=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$ and

$$\boldsymbol\delta_1=\tfrac{a}{\sqrt3}(0,1),\qquad \boldsymbol\delta_{2,3}=\tfrac{a}{\sqrt3}\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

At $K=(4\pi/3a,0)$ the three phase factors are $1,\omega,\omega^*$ with $\omega=e^{2\pi i/3}$. They obey $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$, so $S=0$ at $K$. The term linear in $\mathbf q$ is

$$-\frac{ita}{\sqrt3}\left[q_y+\tfrac12q_y+\tfrac{\sqrt3}{2}(i\sqrt3)q_x\right]=-\frac{ita}{\sqrt3}\cdot\frac{3i}{2}(q_x-iq_y)=\frac{\sqrt3}{2}at\,(q_x-iq_y).$$

The quadratic term has the prefactor $-t\cdot(-\tfrac12)\cdot a^2/3=ta^2/6$:

$$\frac{ta^2}{6}\left[q_y^2-\tfrac34q_x^2-\tfrac14q_y^2-\tfrac{\sqrt3}{2}(i\sqrt3)q_xq_y\right]=-\frac{ta^2}{8}(q_x+iq_y)^2.$$

Both have the form (2). The valley $K'=-K$ follows from $f_{K'}(\mathbf q)=f_K^*(-\mathbf q)$, which reproduces (2) with $\tau=-1$. Therefore

$$\gamma=\frac{\sqrt3}{2}at,\qquad \kappa=-\frac{a^2t}{8},\qquad C=-\frac{\sqrt3\,a^3t^2}{8\Delta}.\qquad(8)$$

With $\kappa<0$, equation (7) makes the contour at $K$ bulge along $\phi=0$. That direction leads from $K$ to the zone-edge midpoint $M=(2\pi/a,0)$.

Second-neighbour hopping of amplitude $t_2$ supplies the diagonal cubic term foreseen in Stage 5. The six second-neighbour vectors are the differences $\boldsymbol\delta_i-\boldsymbol\delta_j$, so their phase sum is $|S|^2-3$, and each diagonal element gains $t_2(|S|^2-3)$. With $|S|^2=|f|^2/t^2$, the hole energy through cubic order becomes

$$w=\frac{|f|^2}{\Delta}-t_2\frac{|f|^2}{t^2}=\frac{|f|^2}{\Delta}\left(1-\frac{t_2\Delta}{t^2}\right).$$

Both $A$ and $C$ are scaled by the same factor, and their ratio is unchanged.

## Stage 8: holes in monolayer hBN

Rough typical inputs are $a=0.25$ nm, $t=2.7$ eV and $\Delta=7$ eV. Equation (8) gives

$$\gamma=\tfrac{\sqrt3}{2}(0.25)(2.7)=0.585\ \mathrm{eV\,nm},\qquad \kappa=-\tfrac18(0.25)^2(2.7)=-0.0211\ \mathrm{eV\,nm^2}.$$

Then $A=0.585^2/7=0.0488\ \mathrm{eV\,nm^2}$, which is a mass of 0.78 free-electron masses, and

$$C=\frac{2(0.585)(-0.0211)}{7}=-3.5\times10^{-3}\ \mathrm{eV\,nm^3}.$$

The angular harmonic of the diagonalized lattice energies gives the same $C$.

For holes with $w=0.10$ eV, $q_0=\sqrt{0.10/0.0488}=1.43\ \mathrm{nm^{-1}}$. The small parameters are $2\gamma q_0/\Delta=0.24$ and $|r|=0.052$. At this wavevector the cubic energy is $\mp10.3$ meV towards $M$ and $\Gamma$ respectively, or 10 % of the quadratic energy. The contour radii at $K$, in $\mathrm{nm^{-1}}$, are:

| Description | Towards $M$ | Towards $\Gamma$ |
|---|---|---|
| First order in $r$ | 1.505 | 1.357 |
| Cubic dispersion | 1.517 | 1.366 |
| Full two-band model | 1.525 | 1.373 |
| Lattice | 1.536 | 1.380 |

The cubic dispersion puts both radii outside the first-order values, as the positive term $\tfrac52r^2s^2$ in (7) requires: it adds $\tfrac52(0.052)^2(1.43)\approx0.01\ \mathrm{nm^{-1}}$. The two-band radii are larger again because the quartic energy $(\kappa^2/\Delta-\gamma^4/\Delta^3)q^4$ is negative here, about $-1.2$ meV at $q_0$. The lattice adds off-diagonal terms beyond the quadratic one, which lower the energy at $q_0$ by a further 1 meV.

The opening question now has an answer for this model. In the two-band model a circle of radius $q_0$ misplaces the contour by 7 % of $q_0$ towards $M$ and 4 % towards $\Gamma$. Its area is too small by about 2 %: $2r^2\approx0.5\,\%$ comes from $\kappa$ and $\gamma^2q_0^2/\Delta^2\approx1.4\,\%$ from the isotropic quartic energy. For the lattice contour the circle's area is too small by about 3 %. A count of the states up to 0.10 eV can therefore use the circle if an error of 3 % is tolerable, though the density of states at 0.10 eV is then too small by about 6 %; a direction-resolved calculation within one valley needs $C$ if errors of 5 % in the contour radius matter. Velocities are more sensitive: on the two-band contour the radial group velocity differs from the circle's value $2Aq_0/\hbar$ by $-13\,\%$ towards $M$ and $+8\,\%$ towards $\Gamma$.

## Setting the model beside a real layer

hBN is a wide-gap insulator, and the hole sheet is treated here as a model case. The hopping and gap are rough. At fixed gap, a 10 % larger $t$ raises $|C|$ by 21 %, since $C\propto t^2$. Second-neighbour hopping of 0.1 eV, also a rough value, lowers $A$ and $|C|$ by 9.6 %; with the opposite sign it raises them by as much. Neither change alters the ratio $C/A$, but third-neighbour hopping $-t_3$ does. Its vectors are $-2\boldsymbol\delta_j$, so it turns $t$ into $t-2t_3$ in $\gamma$ and into $t+4t_3$ in $\kappa$. An illustrative $t_3=0.1$ eV raises $|C/A|$ by 24 % and the cubic share of the energy at 0.10 eV from 10 % to 14 %; $t_3=0.2$ eV raises that share to about 19 %, and the opposite sign of $t_3$ lowers it. The percentages of Stage 8 therefore belong to the nearest-neighbour model and can differ by tens of percent of their value in a real layer. Spin-orbit coupling, the substrate, electron-hole binding and other bands are left out. Other bands can change $C$ itself through the diagonal cubic term of Stage 5, so the value found here is an estimate from the nearest-neighbour model, not a computed property of real hBN.

**Temperature and filling.** At 300 K, $k_BT=25.9$ meV. A hole of that energy has $q=0.73\ \mathrm{nm^{-1}}$, and its cubic energy is 5 % of the quadratic one. With two spins and two valleys the density of states is $D=4/(4\pi A)=6.5\ \mathrm{eV^{-1}nm^{-2}}$. Integrating the Fermi function gives $p=Dk_BT\ln(1+e^{\mu/k_BT})$, with $\mu$ measured from the band edge into the band. The band-edge occupation is then $1-e^{-p/(Dk_BT)}=0.06$ for $p=10^{12}\ \mathrm{cm^{-2}}$. The gas is nondegenerate and has no sharp Fermi contour. About 2 % of the holes lie above 0.10 eV, so the contour computed above describes hot holes.

**Scattering.** An assumed mobility of $100\ \mathrm{cm^2/Vs}$ means a relaxation time $m\mu_h/e$, where $\mu_h$ is the mobility, and a broadening $\hbar e/(m\mu_h)=15$ meV. This exceeds the 10.3 meV warping amplitude but is below the 21 meV difference between the two extreme directions. If the relaxation time is taken as the lifetime of a state and as independent of energy, an energy-resolved probe would see the warping at 0.10 eV blurred but not erased. The mobility reflects an average over thermal holes, however. If the relaxation time fell as $1/E$, where $E$ is the kinetic energy, the same mobility would mean a broadening of about 56 meV at 0.10 eV, enough to hide the warping. At fixed mass the broadening falls as $1/\mu_h$.

**Fields.** The sheet charge is $0.16\ \mathrm{\mu C/cm^2}$. Through a gate insulator of relative permittivity 4 it needs $0.45$ MV/cm, about 5 % of a rough breakdown field of 10 MV/cm. For a lateral field $F$, set $\kappa=0$ and the transverse wavevector to zero. Inside the gap $\gamma|\mathrm{Im}\,q|=\sqrt{\Delta^2/4-u^2}$ with $u=eFx$, and the tunnelling exponent is

$$\frac{2}{\gamma eF}\int_{-\Delta/2}^{\Delta/2}\sqrt{\frac{\Delta^2}{4}-u^2}\,du=\frac{\pi\Delta^2}{4\gamma eF},$$

because the integral is the area of a half disc, $\pi\Delta^2/8$. At 0.1 MV/cm the exponent is about 6600. The path reaches $|\mathrm{Im}\,q|=\Delta/2\gamma\approx6\ \mathrm{nm^{-1}}$, where the linear model is only approximate; at the same transverse wavevector the lattice dispersion gives about 6000 for a field along $x$ and 6300 along $y$. For a field along $y$, the most favourable transverse wavevector lowers this to about 5850. Interband tunnelling is negligible in every case. The main computed values are collected in the numerical output that follows.

## Numbers as computed

```
Inputs: a = 0.25 nm, t = 2.7 eV, gap = 7.0 eV
gamma = 0.5846 eV nm
kappa = -0.02109 eV nm^2
kappa/gamma = -0.0361 nm
A = 0.04882 eV nm^2
C = -3.523e-03 eV nm^3
C from lattice energies = -3.523e-03 eV nm^3
Band mass = 0.780 free-electron masses
Fitted power of the gap in warping = -0.9999
Third-harmonic correction at q = 0.5 1/nm: -0.347 %
Gap 1 eV, gamma q = 0.5 eV: warping / (1/gap law) = 0.707
Hole kinetic energy w = 0.1 eV
q0 = 1.4312 1/nm
gamma q0/(gap/2) = 0.239
Cubic energy at q0, phi = 0: -10.33 meV
Cubic / quadratic energy at q0 = -0.1033
Radius at 0, 60 deg, first-order formula: 1.5052, 1.3573 1/nm
Radius at 0, 60 deg, cubic dispersion: 1.5167, 1.3655 1/nm
Radius at 0, 60 deg, full two-band model: 1.5254, 1.3734 1/nm
Radius at 0, 60 deg, lattice: 1.5357, 1.3797 1/nm
Energy at q0, 0 deg: cubic 89.67, model 88.81, lattice 87.85 meV
Energy at q0, 60 deg: cubic 110.33, model 108.90, lattice 107.79 meV
Second-neighbour hopping t2 = 0.1 eV
Change of A by t2 = -9.60 %
Change of C by t2 = -9.60 %
Temperature = 300 K, kT = 25.85 meV
q at energy kT = 0.728 1/nm
Cubic / quadratic energy at kT = -0.0525
Hole density = 1.0e+12 cm^-2
Density of states = 6.520 1/(eV nm^2)
Hole occupation at the band edge = 0.0576
Share of holes above w = 2.15 %
Assumed mobility = 100 cm2/Vs
Collision broadening hbar/time = 14.8 meV
Gate charge = 0.160 uC/cm2
Gate insulator relative permittivity = 4.0
Gate field = 0.452 MV/cm
Rough breakdown field = 10 MV/cm
Gate field / breakdown field = 0.045
Lateral field = 0.1 MV/cm
Interband tunnelling exponent = 6583
Tunnelling test: evolved 0.4559, formula 0.4559
```
